# Stability of the Verlet step in extended-Lagrangian Born–Oppenheimer dynamics, part 2

How large can $\kappa=\delta t^2\omega^2$ safely be in extended-Lagrangian Born–Oppenheimer dynamics with time step $\delta t$ and auxiliary frequency $\omega$? At fixed $\delta t$ the tracking error falls as $1/\kappa$. Hartree atomic units are used. The auxiliary density $n$ and SCF map $F$, with fixed point $\rho^*$, obey

$$n_{k+1}=2n_k-n_{k-1}+\kappa\,\big(F(n_k)-n_k\big).\tag{1}$$

With $\delta_k=n_k-\rho^*$ and $\Gamma=F'(\rho^*)$ fixed,

$$\delta_{k+1}-2\delta_k+\delta_{k-1}=-\kappa(1-\Gamma)\,\delta_k .\tag{2}$$

"Stable" means bounded solutions; "contracting" means all eigenvalues have $|\gamma|<1$.

**Statement.** For $\kappa>0$, (2) is stable if and only if $\Gamma$ is diagonalizable, its eigenvalues are real, and $0<\kappa(1-\gamma_j)<4$ for each. Hence (2) is stable for every contracting $\Gamma$ that is diagonalizable with real spectrum if and only if $\kappa\le2$.

One mode, $x_k=\lambda^k$, has $a=\kappa(1-\gamma)$ and

$$\lambda^2-(2-a)\lambda+1=0,\qquad \lambda_+\lambda_-=1,\qquad \lambda_++\lambda_-=2-a.\tag{3}$$

Here $\lambda_\pm=e^{\pm i\theta}$, $\cos\theta=1-a/2$, with growth rate $\eta=|\operatorname{Im}\theta|$. For $a>4$,

$$\eta=\operatorname{arccosh}\Big(\frac a2-1\Big)\quad\text{per step}.\tag{5}$$

For $\gamma=\gamma'+i\gamma''$, $\cos\theta_0=1-\kappa(1-\gamma')/2$, $0<\kappa(1-\gamma')<4$ and $\kappa|\gamma''|\ll\sin^2\theta_0$,

$$\eta\approx\frac{\kappa\,|\gamma''|}{2\sin\theta_0}.\tag{9}$$

For positive definite $G$ with $G\Gamma$ symmetric, $\langle u,w\rangle_G=u^TGw$ and $A=\kappa(1-\Gamma)$, the conserved quantity and, for stable modes, the bound are

$$I=\|\delta_{k+1}-\delta_k\|_G^2+\langle\delta_{k+1},A\delta_k\rangle_G\tag{6}$$

$$\|\delta_k\|_G^2\le\frac{I}{\min_ja_j(1-a_j/4)} .\tag{7}$$

A single map with real spectrum allows

$$\kappa<\kappa_c=\frac4{1-\gamma_{\min}},\tag{8}$$

The example is Mg, restricted Hartree–Fock, cc-pVDZ. $F(P)$ projects on the lowest eigenvectors of the Fock matrix $f[P]$; $P$ is half the spin-summed density matrix, $P_0$ the fixed point. In real canonical orbitals ($i,j$ occupied, $a,b$ virtual), $\Delta$ holds the gaps $\Delta_{ia}=\varepsilon_a-\varepsilon_i$, $x_{ia}=\delta P_{ia}$ are 72 amplitudes, and $r$ is the other 99 of 171 elements. The projector change is

$$\delta D_{ia}=-\delta f_{ia}/\Delta_{ia}.\tag{10}$$

$$K_{ia,jb}=4(ia|jb)-(ij|ab)-(ib|ja),\qquad \Gamma_{ov}=-\Delta^{-1}K,\tag{11}$$

The Jacobian maps $(x,r)\to(\Gamma_{ov}x+Cr,\;0)$. For invertible $\Gamma_{ov}$ it is diagonalizable, with blocks $\Gamma_{ov}$ (self-adjoint in $G=\Delta$) and $0$ in the variables $u=x+\Gamma_{ov}^{-1}Cr$ and $r$.

Mixing, $F_\alpha=(1-\alpha)P+\alpha F(P)$, replaces $\kappa$ by $\alpha\kappa$. A level shift adds $\mu(1-P)$ to $f$. Two cycles give $\Gamma^2$, stable for $\kappa<4$ if $\Gamma$ is diagonalizable with real contracting spectrum. The output's Jordan block is $\Gamma=\begin{pmatrix}0&c\\0&0\end{pmatrix}$.

**Spectrum.** The finite-difference Jacobian of the nonlinear map agrees with (10) and (11) to $4\times10^{-10}$ in every element, and its occupied–virtual eigenvalues have imaginary parts below $10^{-11}$. They run from $0.00359$ to $0.37949$. None is zero, so the full Jacobian is diagonalizable.

None is negative either, which means that $K$ is negative definite here. The diagonal of $K$ is $3(ia|ia)-(ii|aa)$, so the attraction term $(ii|aa)$ wins for every pair; a negative diagonal does not by itself make $K$ negative definite, and the result is shown here for this basis only. The consequence is that in plain iteration no mode changes sign once the remainder is gone, that is from the second cycle on; in the first cycle the term $Cr$ can still reverse a mode. The lowest eigenvalue of the full Jacobian is the zero of the remainder block, and (8) gives $\kappa_c=4$. Bisection on the nonlinear recurrence (1), from a small random start, finds $4.00006$, which is $1.5\times10^{-5}$ above $\kappa_c$ in relative terms; a run of finite length cannot resolve the threshold exactly, since by (5) the rate $\eta\approx\sqrt{a-4}$ vanishes there. For this atom, basis and map, $\kappa=2$ is a factor 2 inside the limit. That margin is not general. In larger bases the Mg map does have negative eigenvalues: $\gamma_{\min}=-0.066$ in cc-pVTZ, $-0.100$ in cc-pVQZ and $-0.263$ in def2-TZVP, so $\kappa_c=3.75$, $3.64$ and $3.17$. Small molecules in cc-pVDZ near their equilibrium geometries lie much closer to the universal value: $\gamma_{\min}=-0.58$ for H$_2$O, $-0.86$ for CO and $-0.96$ for N$_2$, so $\kappa_c=2.54$, $2.15$ and $2.04$.

**Growth above the limit.** A run started on the lowest occupied–virtual mode uses $\kappa=4.04/(1-0.0035941)=4.05457$. This is $1.01$ times the threshold of that mode, not of the full map, although the output line labels it $1.01\,\kappa_c$. With $a=4.04$, (5) gives $\operatorname{arccosh}1.02=0.199668$; the measured rate is $0.199671$ per step.

**Invariant.** At $\kappa=2$, over 1000 steps of the nonlinear map from a random start in all 171 directions, $I$ formed from $u$ with $G=\Delta$ drifts by at most $1.7\times10^{-5}$ of its initial value. The bound (7) is $1/(1-0.379486^2)=1/0.85599=1.168$, and the largest $\|u_k\|_G^2/I$ met is $0.859$.

**Sharpness of $\kappa\le2$.** Over-relaxation with $\alpha=1.99$ moves the zero eigenvalue to $1-1.99=-0.99$ and the lowest occupied–virtual one to $1-1.99\times0.99641=-0.983$. The iteration still converges: an error of $10^{-4}$ falls to $3.0\times10^{-11}$ in 1500 cycles, the size of $10^{-4}\times0.99^{1500}=2.8\times10^{-11}$. The largest $a$ is $3.98$ at $\kappa=2$ and $2.05\times1.99=4.08$ at $\kappa=2.05$. The first run stays bounded and the second blows up. As dynamics these are runs of the plain map at $\alpha\kappa$; what they add is a convergent SCF scheme that fails just above 2.

**Two cycles and level shift.** Two cycles are bounded at $\kappa=3.9$ and blow up at $4.1$, as predicted. One cycle is also bounded at $3.9$, so this example, which has no negative eigenvalue, does not display the gain from an even cycle count. A level shift of $0.5\ E_h$ gives real occupied–virtual eigenvalues from $0.0136$ to $0.7579$, in agreement with finite differences.

**A contracting map that is unstable.** Let $R$ be the matrix of a rotation by $\beta=0.05$ about $z$, and define the artificial preconditioned map $P+R(F(P)-P)R^T$. The residual vanishes at $P_0$, so the Jacobian is $1-\mathcal R(1-\Gamma)$ with $\mathcal R X=RXR^T$. For the spherical atom $F(RPR^T)=RF(P)R^T$, so $\mathcal R$ commutes with $\Gamma$. Common eigenvectors carry an integer $m$, with $\mathcal R$ eigenvalue $e^{im\beta}$, and the new eigenvalues are $1-(1-\gamma)e^{im\beta}$. The spectral radius is $0.3815$ and the iteration converges. The fastest-growing occupied–virtual mode has $0.14450\pm0.12930\,i$; the phase of $1-\gamma$ is $\arctan(0.12930/0.85550)=0.150=3\beta$. At $\kappa=2$ the exact rate $|\operatorname{Im}\arccos\gamma|$ and the measured one are both $0.130275$ per step, an $e$-fold growth in 7.7 steps. The first-order formula (9) gives $0.12930/\sqrt{1-0.1445^2}=0.1307$, high by $0.3\%$ of the exact rate. This is not the fastest mode of the whole map: the remainder modes with $\gamma=0$ and $|m|=4$, built from two virtual $d$ orbitals, go to $1-e^{\pm0.2i}=0.0199\mp0.1987\,i$, for which $|\operatorname{Im}\arccos\gamma|=0.197$ per step, and a general start ends up growing at that rate.

## 7. A moving ground state

Let the fixed point move, $F_k(n)=\rho^*_k+\Gamma(n-\rho_k^*)$, with $\Gamma$ still frozen. Inserting $n_k=\rho^*_k+\delta_k$ in (1) leaves the second difference of $\rho^*$ as a source. For one mode,

$$\delta_{k+1}-2\cos\theta\,\delta_k+\delta_{k-1}=b_k,\qquad b_k=-\big(\rho^*_{k+1}-2\rho^*_k+\rho^*_{k-1}\big).$$

For a start on converged densities, $\delta_0=\delta_1=0$, the solution is

$$\delta_k=\sum_{j=1}^{k-1}g_{k-j}\,b_j,\qquad g_m=\frac{\sin m\theta}{\sin\theta}.\tag{12}$$

To verify it, note $g_0=0$, $g_1=1$, and that $g_m$ solves the free recurrence. On the left side the term $j=k$ occurs only in $\delta_{k+1}$ and gives $g_1b_k=b_k$; each $j<k$ carries $g_{m+1}-2\cos\theta\,g_m+g_{m-1}=0$ with $m=k-j$.

Take $\rho^*_k=y\sin k\phi$, $\phi=\Omega\,\delta t$. Since $\sin(k+1)\phi+\sin(k-1)\phi=2\cos\phi\sin k\phi$, the source is $b_k=\sigma y\sin k\phi$ with $\sigma=2-2\cos\phi=4\sin^2(\phi/2)$. The trial $\delta_k=sy\sin k\phi$ gives $s(2\cos\phi-2+a)=\sigma$. Adding the free wave that cancels $\delta_1$,

$$\delta_k=s\,y\Big[\sin k\phi-\frac{\sin\phi}{\sin\theta}\sin k\theta\Big],\qquad s=\frac{\sigma}{a-\sigma}.\tag{13}$$

For slow motion, $\sigma\ll a$ and $\phi\ll1$, one has $\sigma\approx\Omega^2\delta t^2$ and $s\approx(\Omega/\omega)^2/(1-\gamma)=\phi^2/a$, the law of part 1: $1/\kappa$ at fixed $\delta t$, while raising $\kappa$ through $\delta t$ at fixed $\omega$ leaves $s$ unchanged at this order. The auxiliary density overshoots the ground state by the fraction $s$, and the output $F(n)$ errs by $\gamma s$. At $\sigma=a$, that is $\phi=\theta$, the drive is resonant; modes with $\gamma$ near 1 are soft and meet this first.

In the example a weak field $E_k=E_0\sin k\phi$ along $z$ moves the fixed point in place of nuclei. The electron charge is $-1$, so $f$ gains $+Ez$, and the dipole is $-2\operatorname{Tr}(Pz)=-4\sum_{ia}z_{ia}x_{ia}$ at first order; the remainder $r$ is not driven at that order. By (10) the fixed point obeys $x^*=-\Delta^{-1}(Kx^*+zE)$, so $x^*=-(\Delta+K)^{-1}zE$ and the polarizability is $4z^T(\Delta+K)^{-1}z$. With $-\Delta^{-1/2}K\Delta^{-1/2}=W\,\mathrm{diag}(\gamma_j)W^T$ one has $\Delta+K=\Delta^{1/2}W\,\mathrm{diag}(1-\gamma_j)W^T\Delta^{1/2}$, and the polarizability splits into $\alpha_j=4c_j^2/(1-\gamma_j)\ge0$ with $c=W^T\Delta^{-1/2}z$. Mode $j$ contributes $\alpha_jE_k$ to the exact dipole, so the dipole error is (13) summed with $y\to\alpha_jE_0$.

The chosen parameters are $E_0=10^{-5}$ au, $\Omega=0.005\ E_h$, $\delta t=20$ au ($0.484$ fs) and $\kappa=2$. Then $\omega=\sqrt2/20=0.07071\ E_h$, $\phi=0.1$, $\sigma=0.0099917$. The mode sum and a finite-field calculation both give a polarizability of $80.0\ a_0^3$ in this basis; it is not converged to the digits shown, since cc-pVQZ and aug-cc-pVTZ give $81.3\ a_0^3$, higher by $1.6\%$. The largest $\alpha_j$ belongs to $\gamma=0.379486$, the top of the spectrum, where $a=1.241028$ and

$$s=\frac{0.0099917}{1.241028-0.0099917}=0.008116,\qquad \Big(\frac\Omega\omega\Big)^2\frac1{1-\gamma}=\frac{0.005}{0.620514}=0.008058 .$$

The output $F(n)$ of this mode errs by $0.379486\times0.008116=0.00308$; the printed output calls $s$ by the name r. Weighted with $\alpha_j$ over all modes, the steady error relative to the exact dipole is $0.75\%$ for the auxiliary density and $0.25\%$ for the output. The steady amplitude is $80.015\times10^{-5}\times0.007505=6.01\times10^{-6}\ ea_0$. The largest error in the nonlinear run is $6.580\times10^{-6}\ ea_0$, equal to the mode sum of (13) in the printed digits. It exceeds the steady amplitude by about $10\%$ because of the free wave, whose relative amplitude in the leading mode is $\sin\phi/\sin\theta=0.0998/0.925=0.108$ and which never decays. At this $\omega$, stability for this map requires $\delta t<\sqrt{\kappa_c}/\omega=28.3$ au, while the universal condition requires $\delta t\le20$ au.

## 8. What the result does not cover

**Noise.** Let the $b_j$ in (12) be independent with zero mean and variance $\nu^2$, a model for thresholding errors in sparse matrix algebra. Cross terms average to zero, and $\sin^2m\theta=(1-\cos2m\theta)/2$, where the cosines add up to a bounded geometric sum. For large $k$

$$\langle\delta_k^2\rangle=\nu^2\sum_{m=1}^{k-1}\frac{\sin^2m\theta}{\sin^2\theta}\approx\frac{\nu^2k}{2\sin^2\theta}.$$

For $\nu=1$, $\gamma=0.3$, $\kappa=2$, $k=400$ this is $400/(2\times0.91)=219.8$; random sampling gives $221.8$, higher by $0.9\%$. A neutrally stable scheme accumulates such noise as $\sqrt k$. One remedy is a dissipative term added to (1); it changes (3), so the admissible $\kappa$ must then be found anew, which is not done here.

**A Jacobian that changes in time.** Let $\gamma_k=(-1)^kg$ at $\kappa=2$. Every frozen step is stable for $|g|<1$. One step maps $(\delta_k,\delta_{k-1})$ to $(2\gamma_k\delta_k-\delta_{k-1},\delta_k)$, and two steps multiply to

$$\begin{pmatrix}2g&-1\\1&0\end{pmatrix}\begin{pmatrix}-2g&-1\\1&0\end{pmatrix}=\begin{pmatrix}-4g^2-1&-2g\\-2g&-1\end{pmatrix}.$$

The determinant is 1 and the trace is $-2-4g^2$, so the eigenvalues are $-e^{\pm2\eta}$ with $\cosh2\eta=1+2g^2$. Comparison with $\cosh2\eta=1+2\sinh^2\eta$ gives $\sinh\eta=|g|$, and $g=0.1$ grows at $0.0998$ per step. This is parametric resonance: the mean map has $\theta=\pi/2$, and the modulation advances by $\pi=2\theta$ per step. An SCF procedure whose Jacobian jumps between steps, for instance through a varying number of cycles, lies outside the statement of part 2. Nothing is proved here for a slowly varying $\Gamma$.

**Finite amplitude and the nuclei.** The statement is linear. Neutral linear stability does not settle the effect of the terms of second order in $\delta$, and the bounded runs of part 6 are small in amplitude and finite in length. The motion of $\rho^*$ was prescribed, so the feedback of $\delta$ on the nuclear forces is not included.

## Computed results

```
model gamma=0.3+0.01i, kappa=2: eta exact: 0.0104826 per step
  eta small-Im formula: 0.0104828 per step
Jordan block c=0.5, kappa=2: x at step 201: 100.5
gamma=-1, kappa=2, start 0.3,0.4: step 201: 140.4
alternating gamma=+-0.1, kappa=2: eta: 0.0998341 per step
unit noise, gamma=0.3, kappa=2, step 400: variance: 221.787
  k/(2 sin^2 theta): 219.78
Mg RHF/cc-pVDZ: basis 18, occupied 6, ov pairs 72, symmetric dim 171
energy: -199.608 Eh
HOMO: -0.253004 Eh
LUMO: 0.0448271 Eh
max |Jacobian FD - formula|: 4.09811e-10
max |Im gamma| (FD): 6.64585e-12
gamma_min: 0.0035941
gamma_max: 0.379486
min |gamma_ov|: 0.0035941
kappa_c = 4/(1-gamma_min): 4
kappa_c by bisection, nonlinear map: 4.00006
kappa = 1.01 kappa_c: 4.05457
  eta measured: 0.199671 per step
  eta formula: 0.199668 per step
kappa=2, 1000 steps: relative drift of invariant: 1.69577e-05
  max |u|_G^2 / I: 0.858615
  bound 1/min a(1-a/4): 1.16824
over-relaxation alpha (gamma_min -> -0.99): 1.99
  SCF error after 1500 cycles from 1e-4: 2.97206e-11
  blows up at kappa 2, 2.05: False True
blows up: 1 cycle 3.9, 2 cycles 3.9, 2 cycles 4.1: False False True
level shift 0.5 Eh: gamma from 0.01363 to 0.75793
rotated residual beta=0.05: spectral radius: 0.381524
  worst ov gamma: 0.14450 +- 0.12930i, |m| = 3.000
  eta measured, kappa=2: 0.130275 per step
  eta formula: 0.130275 per step
field E0 = 1e-05 au, Omega = 0.005 Eh, dt = 20 au, kappa = 2
dt: 0.483777 fs
omega: 0.0707107 Eh
phi: 0.1
sigma: 0.00999167
polarizability finite field: 80.015 a0^3
polarizability mode sum: 80.015 a0^3
strongest dipole mode gamma: 0.379486
  r exact: 0.00811648
  r approx: 0.00805784
steady relative dipole error, auxiliary: 0.00750527
steady relative dipole error, output F(n): 0.00247194
max dipole error auxiliary, run: 6.57991e-06 e a0
max dipole error auxiliary, formula: 6.57991e-06 e a0
max dipole error output, run: 2.17399e-06 e a0
largest stable dt at this omega: 28.2843 au
```
